# Kinetic Energy and Restricted Kinetic Balance in the Matrix Dirac Equation

A four-component calculation in Gaussian functions needs two basis sets. Once the large-component set is given, the small-component set must still be chosen. One may take plain Gaussians with the same exponents, or the functions \(\boldsymbol\sigma\cdot\mathbf p\,\chi_\mu\) generated from the large functions \(\chi_\mu\), a choice called restricted kinetic balance (RKB), or a larger set. The decision fixes the kinetic energy of the calculation, because the matrix Dirac equation contains no \(p^2/2\) and builds its kinetic energy from the coupling between the two sets.

## Setting and statement

Hartree atomic units are used for one electron in a local scalar potential \(V\), with no magnetic field. The energy \(E\) is counted from the rest energy, and the speed of light \(c\) is a free parameter. The Dirac equation for the two-spinors \(\psi_L,\psi_S\) is
\[ V\psi_L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=E\psi_L,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L+(V-2c^2)\psi_S=E\psi_S . \]
Expand \(\psi_L=\sum_\mu A_\mu\chi_\mu\) in \(N\) linearly independent Gaussian spinors and \(\psi_S=c^{-1}\sum_\nu B_\nu\phi_\nu\) in \(M\) independent functions. The factor \(1/c\) keeps \(B\) finite as \(c\) grows. The matrices of \(1\), \(V\) and \(p^2/2\) in the \(\chi\) are \(S\), \(V\), \(T\); those of \(1\) and \(V\) in the \(\phi\) are \(S_{SS}\), \(V_{SS}\); and \(\Pi_{\mu\nu}=\langle\chi_\mu|\boldsymbol\sigma\cdot\mathbf p|\phi_\nu\rangle\). Project the first equation on the \(\chi\), project the second on the \(\phi\) and divide it by \(c\). With \(\lambda=1/c^2\),
\[ (V-ES)A+\Pi B=0, \tag{1} \]
\[ \Pi^\dagger A-\big[2S_{SS}-\lambda(V_{SS}-ES_{SS})\big]B=0 . \tag{2} \]
Two operator facts are needed. First, \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\) and \(p_ip_j=p_jp_i\) give \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\), since the antisymmetric term sums to zero. Second, \(\boldsymbol\sigma\cdot\mathbf p\) is Hermitian on Gaussians, which are smooth and leave no surface term. Writing \(\eta_\mu=\boldsymbol\sigma\cdot\mathbf p\,\chi_\mu\),
\[ \langle\eta_\mu|\eta_\nu\rangle=2T_{\mu\nu},\qquad \Pi_{\mu\nu}=\langle\eta_\mu|\phi_\nu\rangle,\qquad W_{\mu\nu}\equiv\langle\eta_\mu|V|\eta_\nu\rangle . \]
\(W\) and \(V_{SS}\) are finite for a Coulomb potential because the singularity of \(1/r\) is integrable at the nucleus in three dimensions, where the basis functions are bounded, and the Gaussian factors make the integrals converge at large \(r\). \(T\) is positive definite: \(A^\dagger TA=\tfrac12\|\nabla\psi_L\|^2\) vanishes only for a constant \(\psi_L\), which must be zero to be normalizable, and then \(A=0\). The \(\eta_\mu\) are therefore independent.

The result concerns fixed bases, bounded \(E\) and \(c\to\infty\). The large coefficients obey \((V+T_{\rm eff})A=ESA\), and \(T_{\rm eff}\) tends to a matrix \(T_P\le T\). Equality holds exactly when the small basis spans every \(\eta_\mu\). For RKB, \(\phi_\mu=\eta_\mu\),
\[ T_{\rm eff}=T+\frac{W-2ET}{4c^2}+O(c^{-4}). \tag{3} \]
"Exact" refers to the matrix of \(p^2/2\) in the finite large basis, not to the operator.

## First derivation: elimination

For bounded \(E\) and small \(\lambda\) the bracket in (2) is close to the positive definite \(2S_{SS}\) and can be inverted. Solving (2) for \(B\) and inserting it in (1) gives
\[ T_{\rm eff}(E,c)=\Pi\big[2S_{SS}-\lambda(V_{SS}-ES_{SS})\big]^{-1}\Pi^\dagger\;\longrightarrow\;T_P=\tfrac12\Pi S_{SS}^{-1}\Pi^\dagger , \]
because inversion is continuous at an invertible matrix. The operator \(P_S=\sum_{\nu\nu'}|\phi_\nu\rangle(S_{SS}^{-1})_{\nu\nu'}\langle\phi_{\nu'}|\) is Hermitian and leaves every \(\phi_\nu\) unchanged, so it is the orthogonal projector on the small space, and \((T_P)_{\mu\nu}=\tfrac12\langle\eta_\mu|P_S|\eta_\nu\rangle\). Since \((1-P_S)^2=1-P_S\),
\[ (T-T_P)_{\mu\nu}=\tfrac12\big\langle(1-P_S)\eta_\mu\big|(1-P_S)\eta_\nu\big\rangle . \tag{4} \]
This is a Gram matrix, hence positive semidefinite. If it vanishes, its diagonal gives \(\|(1-P_S)\eta_\mu\|=0\) for each \(\mu\), and conversely. The small space must thus contain \(N\) independent functions, and RKB is the smallest admissible space. With \(M<N\) the rank of \(T_P\) is at most \(M\), and some large-component combination has no kinetic energy at all.

For RKB, \(\Pi=S_{SS}=2T\) and \(V_{SS}=W\). Then
\[ T_{\rm eff}=2T\big[4T-\lambda(W-2ET)\big]^{-1}2T . \]
Define the Hermitian matrix \(K=T^{-1/2}(W-2ET)T^{-1/2}\). The bracket equals \(4T^{1/2}(1-\lambda K/4)T^{1/2}\), so
\[ T^{-1/2}T_{\rm eff}T^{-1/2}=(1-\lambda K/4)^{-1}. \tag{5} \]
Let \(x\) run over the eigenvalues of \(\lambda K/4\), and let \(k=\max|x|=\|K\|/4c^2\). The eigenvalues of (5) differ from 1 by \(x/(1-x)\). For \(k<1\) this is at most \(k/(1-k)\) in size, and the geometric series \(1+\lambda K/4+\dots\) converges. Multiplying its first two terms by \(T^{1/2}\) on both sides gives (3).

The level shift follows by inserting (3) and moving the term in \(E\) to the right:
\[ \Big(T+V+\frac{W}{4c^2}\Big)A=E\Big(S+\frac{T}{2c^2}\Big)A+O(c^{-4}). \]
Let \((T+V)a=E_0Sa\) with \(a^\dagger Sa=1\) and \(E_0\) simple within its symmetry block. Put \(A=a+\lambda a_1\), \(E=E_0+\lambda E_1\). The terms of order \(\lambda\) are \((T+V-E_0S)a_1+\tfrac14Wa=E_1Sa+\tfrac12E_0Ta\). Multiplying by \(a^\dagger\) removes the first term, because \(a^\dagger(T+V-E_0S)=0\), and leaves
\[ E=E_0+\frac{a^\dagger(W-2E_0T)a}{4c^2}+O(c^{-4}), \tag{6} \]
the first-order energy of direct perturbation theory.

The bound is not uniform in the basis. For one normalized Gaussian of exponent \(a\) in \(-Z/r\), scaling \(r\to r/\sqrt a\) gives \(T\propto a\) and \(W\propto Za^{3/2}\). Since \(\|K\|\) is at least \(|W_{\mu\mu}/T_{\mu\mu}-2E|\) for any single function, it grows at least like \(Z\sqrt a\) for the tightest one. The limit \(c\to\infty\) is taken at fixed basis. For one s Gaussian \(W/T=-8Z\sqrt{2a}/(3\sqrt\pi)\), so \(Z=80\) with a tightest exponent of \(5\times10^{7}\ \text{bohr}^{-2}\), a size met in all-electron bases for mercury, gives \(k>15\) at \(c=137.036\): there the series and the bound \(k/(1-k)\) are not available. Equation (5) itself still holds, because an attractive \(V\) makes \(W\) negative definite and \(E>-2c^2\) then keeps every \(x\) below 1.

## Second derivation: a least-squares problem

Equations (1) and (2) are the conditions that the real quadratic form
\[ F=A^\dagger(V-ES)A+\big[A^\dagger\Pi B+B^\dagger\Pi^\dagger A-2B^\dagger S_{SS}B\big]+\lambda B^\dagger(V_{SS}-ES_{SS})B \]
be stationary: the derivative with respect to \(A^\dagger\) is (1), and that with respect to \(B^\dagger\) is (2). At \(\lambda=0\) they are the matrix Lévy-Leblond equations. Set \(\eta=\sum A_\mu\eta_\mu\) and \(\phi=\sum B_\nu\phi_\nu\). The square bracket is \(\langle\eta|\phi\rangle+\langle\phi|\eta\rangle-2\langle\phi|\phi\rangle\). Expanding \(2\|\phi-\eta/2\|^2=2\langle\phi|\phi\rangle-\langle\eta|\phi\rangle-\langle\phi|\eta\rangle+\tfrac12\langle\eta|\eta\rangle\) shows that
\[ [\dots]=\tfrac12\|\eta\|^2-2\,\|\phi-\tfrac12\eta\|^2=A^\dagger TA-2\,\|\phi-\tfrac12\eta\|^2 . \tag{7} \]
At \(\lambda=0\) only this term depends on \(B\). It is concave, so its stationary point is a maximum, reached when \(\phi\) is the best least-squares fit to \(\eta/2\) in the small space. The kinetic energy left for \(A\) is \(A^\dagger TA\) minus twice the squared fitting error. It never exceeds \(A^\dagger TA\), and it equals \(A^\dagger TA\) for all \(A\) exactly when every \(\eta/2\) can be fitted without error, which means that every \(\eta_\mu\) lies in the small space. A Hermitian matrix is fixed by its quadratic form, so this is the statement \(T_P\le T\) with its condition for equality. The best fit is \(P_S\eta/2\), and twice its squared error is \(\tfrac12\|(1-P_S)\eta\|^2\), the quadratic form of (4).

The sign of the error has a physical reading. At \(\lambda=0\), \(F\) is maximized over the small component, so restricting the small space can lower the maximum but never raise it. Since \(A^\dagger(T_P+V)A\le A^\dagger(T+V)A\) for all \(A\), the min–max characterization of eigenvalues places each level of the pair \((T_P+V,S)\) at or below the corresponding level of \((T+V,S)\). The latter are Rayleigh–Ritz upper bounds to the Schrödinger levels; the former have no such guarantee.

For the \(c^{-2}\) term take RKB, where the fit is exact at \(B=A/2\). Write \(B=A/2+\delta\). Then \(\|\phi-\eta/2\|^2=2\delta^\dagger T\delta\), and the kinetic part of \(F\) is
\[ A^\dagger TA-4\delta^\dagger T\delta+\lambda\big(\tfrac12A+\delta\big)^\dagger(W-2ET)\big(\tfrac12A+\delta\big). \]
Stationarity in \(\delta^\dagger\) gives \(4T\delta=\lambda(W-2ET)(A/2+\delta)\), so \(\delta=O(\lambda)\). Every term containing \(\delta\) is then \(O(\lambda^2)\), and what remains is \(A^\dagger[T+\lambda(W-2ET)/4]A\), which is (3).

The homogeneous system also counts the levels. They are the roots of its determinant \(D(E,\lambda)\), a polynomial in both variables, of degree \(N+M\) in \(E\) for \(\lambda>0\). At \(\lambda=0\), subtracting multiples of the second block row clears \(\Pi\) and gives \(D(E,0)=\det(-2S_{SS})\det(V+T_P-ES)\), of degree \(N\). Finite roots of a polynomial move continuously with its coefficients, so \(N\) levels tend to those of \((T_P+V,S)\) and \(M\) escape to infinity. For RKB they can be located. Put \(E=-2/\lambda+\varepsilon\). In (2) the term \(-4TB\) is cancelled by \(-\lambda(-2/\lambda)2TB\), leaving \(2TA+\lambda(W-2\varepsilon T)B=0\). Equation (1) becomes \((2S/\lambda+V-\varepsilon S)A=-2TB\), so \(A=-\lambda S^{-1}TB+O(\lambda^2)\). Inserting this and dividing by \(2\lambda\),
\[ \big(\tfrac12W-TS^{-1}T\big)B=\varepsilon\,TB+O(\lambda). \]
This has \(N\) finite roots, so \(N\) levels lie near \(-2c^2\) and all \(2N\) are accounted for. For \(V=0\) the problem is solved at any \(c\). Equation (2) gives \(B=A/(2+\lambda E)\), and (1) gives \(2TA=E(2+\lambda E)SA\). With \(t\) an eigenvalue of \((T,S)\), \(E=-c^2\pm\sqrt{c^4+2c^2t}\). The upper root is \(t-t^2/2c^2+\dots\), so the deviation from the limit, relative to \(t\), is about \(t/2c^2\) and is small only when \(t\ll c^2\).

## Radial form

The same Pauli identity gives \((\boldsymbol\sigma\cdot\mathbf r)(\boldsymbol\sigma\cdot\mathbf p)=\mathbf r\cdot\mathbf p+i\boldsymbol\sigma\cdot\mathbf L\). With \(\sigma_r=\boldsymbol\sigma\cdot\mathbf r/r\) and \(\sigma_r^2=1\), this yields \(\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)\). On a spinor harmonic \(\Omega_\kappa\), \(\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34\equiv-(\kappa+1)\), so \(\kappa=-(l+1)\) for \(j=l+\tfrac12\) and \(\kappa=l\) for \(j=l-\tfrac12\). Using \(\partial_r(P/r)=P'/r-P/r^2\),
\[ \boldsymbol\sigma\cdot\mathbf p\,\frac{P}{r}\Omega_\kappa=-\frac{i}{r}\,Q\,\sigma_r\Omega_\kappa,\qquad Q=P'+\frac{\kappa}{r}P . \]
The spinor \(\sigma_r\Omega_\kappa\) is normalized and has the same \(j\) and opposite parity, so it carries the other \(l\) of that \(j\). For \(P=r^{l+1}e^{-ar^2}\), \(Q=[(l+1+\kappa)r^l-2ar^{l+2}]e^{-ar^2}\). When \(\kappa=-(l+1)\) the first term drops, and a plain Gaussian of angular momentum \(l+1\) and the same exponent already is the RKB function. When \(\kappa=l\) both terms survive. For \(p_{1/2}\), \(Q=(3r-2ar^3)e^{-ar^2}\), which a plain s Gaussian \(re^{-ar^2}\) does not span.

## Example: Mg\(^{11+}\)

The ion is treated with \(Z=12\), a point nucleus of infinite mass, \(V=-Z/r\) and \(c=137.036\).

Take one \(p_{1/2}\) Gaussian and \(I_n=\int_0^\infty r^ne^{-2ar^2}dr=\Gamma(\tfrac{n+1}2)/[2(2a)^{(n+1)/2}]\). The recursion of \(\Gamma\) gives \(I_4=3I_2/4a\) and \(I_6=15I_2/16a^2\). Then \(\int Q^2dr=9I_2-12aI_4+4a^2I_6=(9-9+\tfrac{15}4)I_2\), and \(T=\tfrac{15}{4}I_2/2I_4=5a/2\). The projection coefficient of \(Q\) on \(re^{-ar^2}\) is \((3I_2-2aI_4)/I_2=3/2\), so \(T_P=\tfrac94I_2/2I_4=3a/2\). The potential energy is \(-ZI_3/I_4=-4Z\sqrt{2a}/(3\sqrt\pi)\). For \(a=6.5\ \text{bohr}^{-2}\), \(T=16.25\), \(T_P=9.75\) and \(\langle V\rangle=-32.547\ E_h\). The limits are \(16.25-32.547=-16.297\ E_h\) with RKB and \(9.75-32.547=-22.797\ E_h\) with the plain s function. The exact Schrödinger 2p level is \(-Z^2/8=-18\ E_h\), so the unbalanced value has fallen below it.

Next take 15 exponents \(0.5\times2.5^m\ \text{bohr}^{-2}\), \(m=0,\dots,14\). All integrals are sums of \(\Gamma\)-function terms like \(I_n\). The matrix eigenvalue problems were solved numerically. The reference is the Dirac–Coulomb level \(c^2\{[1+(Z/c)^2/(n-|\kappa|+\gamma)^2]^{-1/2}-1\}\), \(\gamma=\sqrt{\kappa^2-Z^2/c^2}\). Energies are in \(E_h\).

| level | \(E_0\) | shift (6) | RKB Dirac | exact Dirac |
|---|---|---|---|---|
| \(1s_{1/2}\) | −71.999820 | −0.137961 | −72.138310 | −72.138559 |
| \(2p_{1/2}\) | −17.999552 | −0.043135 | −18.042862 | −18.043308 |
| \(2p_{3/2}\) | −17.999552 | −0.008628 | −18.008188 | −18.008635 |

The digits serve to follow the basis and expansion errors within this model. For 1s, \(a^\dagger Ta=71.99937\) and \(a^\dagger Wa=-20730.881\), so
\[ \tfrac14\big[-20730.881+2(71.999820)(71.99937)\big]=-2590.749,\qquad \frac{-2590.749}{137.036^2}=-0.137961\ E_h , \]
or \(-3.754\) eV. The remainder of (6) is \(-72.138310+71.999820+0.137961=-5.29\times10^{-4}\ E_h\). With \(c\) doubled it is \(-3.295\times10^{-5}\ E_h\), smaller by 16.06 where a pure \(c^{-4}\) term gives 16. The three RKB levels in the table lie above the exact Dirac levels, but neither derivation proves an upper bound at finite \(c\).

The two 2p levels share \(E_0\), since \(S\), \(V\) and \(T\) depend on the large radial functions and \(l\) only. Their splitting, \(18.042862-18.008188=0.034674\ E_h\) or 0.9435 eV, therefore vanishes as \(c\to\infty\).

At \(E=E_0\) for 1s, \(\|K\|=12180\ E_h\) and \(k=12180/(4\times137.036^2)=0.1622\). The largest deviation of an eigenvalue of (5) from 1 is \(0.1395\) at \(c\), \(1.619\times10^{-3}\) at \(10c\) and \(1.622\times10^{-5}\) at \(100c\). The first value is below the bound \(k/(1-k)\) and agrees with \(k/(1+k)=0.1622/1.1622\approx0.14\), which is \(|x/(1-x)|\) at \(x=-k\). The extreme eigenvalue of \(K\) is thus negative, the sign of the attractive \(W\).

With 15 plain s Gaussians as small basis for \(p_{1/2}\), the eigenvalues of \(T^{-1/2}T_PT^{-1/2}\) run from 0.1105 to just below 1: one combination keeps only 11% of its kinetic energy. The lowest limiting level is nevertheless only \(6.70\times10^{-4}\ E_h\) below \(E_0\), at \(-18.000222\ E_h\). Let \(a\) be the normalized eigenvector of \((T+V,S)\) for \(E_0\). The lowest level of \((T_P+V,S)\) is at most the Rayleigh quotient \(a^\dagger(T_P+V)a=E_0-a^\dagger(T-T_P)a\), so \(a^\dagger(T-T_P)a\), twice the squared fitting error in (7) for this state, is at most \(6.70\times10^{-4}\ E_h\), out of \(a^\dagger Ta=17.99886\ E_h\). Expand \(a\) in \(T\)-orthonormal eigenvectors of \((T_P,T)\) with eigenvalues \(\tau_i\le1\) and coefficients \(b_i\). Then \(a^\dagger Ta=\sum|b_i|^2\) and \(a^\dagger(T-T_P)a=\sum(1-\tau_i)|b_i|^2\ge(1-0.1105)|b_1|^2\), so the badly represented combination carries at most \(6.70\times10^{-4}/(0.8895\times17.99886)\approx4.2\times10^{-5}\) of the kinetic energy of the 2p state. The small error still puts the level \(2.2\times10^{-4}\ E_h\) below the exact \(-18\ E_h\) and leaves a false 2p splitting at \(c=\infty\). The unrestricted set of 30 separate \(r\) and \(r^3\) Gaussians contains every \(Q\). It reproduces \(T\) to rounding error and gives \(-17.99956\ E_h\) at \(100c\).

## What each derivation assumes

For the limit of \(T_{\rm eff}\), both need finite, independent bases, a Hermitian \(\boldsymbol\sigma\cdot\mathbf p\), finite potential matrices and bounded \(E\). The level count by the determinant does not need bounded \(E\). Both use \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\) at one place only, to identify \(\tfrac12\langle\eta|\eta\rangle\) with \(T\). Neither uses the Gaussian form beyond smoothness and decay, so for a contracted large basis the \(\eta_\mu\) are those of the contracted functions. This secures the limit only. At finite \(c\) their span is a subspace of the RKB space of the primitives, and wherever the stationary point in \(B\) is a maximum, the smaller space can only lower a level computed with the same large functions. In a magnetic field the coupling operator is \(\boldsymbol\sigma\cdot(\mathbf p+\boldsymbol{\mathcal A})\), with \(\boldsymbol{\mathcal A}\) the vector potential. Then (4) and (7) hold with \(\eta_\mu=\boldsymbol\sigma\cdot(\mathbf p+\boldsymbol{\mathcal A})\chi_\mu\) and with \(T_{\mu\nu}\) replaced by \(\tfrac12\langle\eta_\mu|\eta_\nu\rangle\), which is no longer the matrix of \(p^2/2\). The field-free RKB space need not contain these \(\eta_\mu\).

Elimination assumes that the bracket in (2) is invertible at the given \(E\) and \(c\). For RKB it further uses \(T^{1/2}\) and, for the series, \(k<1\). In return (5) is exact at finite \(c\) and supplies, for \(k<1\), the computable bound \(|A^\dagger(T_{\rm eff}-T)A|\le\frac{k}{1-k}\,A^\dagger TA\) for all \(A\), an error measured relative to \(A^\dagger TA\). It treats \(E\) as a parameter, and by itself it does not say how many levels are found near the limit. Near \(E=-2c^2\) the leading part \((2+\lambda E)S_{SS}\) of the bracket vanishes and the limit argument fails.

At \(\lambda=0\) both derivations need only that \(S_{SS}\) is positive definite, and the potential in the small block drops out; that it is finite is used in letting \(\lambda\to0\). The least-squares argument then has a unique maximum in (7). It traces the sign of the error to a maximization and, through the determinant, covers both branches. Its \(c^{-2}\) term rests on an order estimate of \(\delta\) that carries no explicit constant. Reading the stationary point as a maximum at finite \(c\) requires \(2S_{SS}-\lambda(V_{SS}-ES_{SS})\) to be positive definite, which is stronger than invertibility. For RKB it means that every eigenvalue \(x\) of \(\lambda K/4\) is below 1, a condition implied by \(k<1\).
